# From the RRKM rate to the canonical transition-state rate

**Q.** A precursor complex sits on a surface site and reacts. The surface has a temperature, so I would use a thermal rate. What is a rate at fixed energy, and where does its formula come from?

**A.** Between exchanges of energy with the solid, the complex has a definite energy $E$. Let its levels be $E_i$, measured from its own ground level, with density of states $\rho(E)=\sum_i\delta(E-E_i)$. RRKM theory assumes that all states at energy $E$ are equally populated and that a complex which crosses a chosen dividing surface outward has reacted.

I use atomic units in the algebra, so $\hbar=1$ and $h=2\pi$. At the dividing surface, let $q$ be the reaction coordinate, with momentum $p$ and mass $m$. I treat it classically and as separable from the other modes, whose levels are $E_0+\varepsilon_n$ with $\varepsilon_0=0$. Thus $E_0$ is the lowest transition-state level minus the reactant ground level.

A phase-space cell $dq\,dp$ holds $dq\,dp/2\pi$ states. Those that cross outward during $dt$ have $p>0$ and lie within $dq=(p/m)\,dt$ of the surface. Per unit time and unit energy, the number crossing is

$$F(E)=\int_0^\infty\frac{dp}{2\pi}\,\frac pm\,\rho^\ddagger\!\left(E-E_0-\frac{p^2}{2m}\right),\qquad \rho^\ddagger(x)=\sum_n\delta(x-\varepsilon_n).$$

Put $\varepsilon=p^2/2m$, so that $d\varepsilon=(p/m)\,dp$. The mass disappears:

$$F(E)=\frac1{2\pi}\int_0^{E-E_0}\rho^\ddagger(E-E_0-\varepsilon)\,d\varepsilon=\frac{W^\ddagger(E-E_0)}{2\pi}.$$

Here $W^\ddagger(x)$ is the number of levels $\varepsilon_n\le x$, and it is zero for $x<0$. Dividing by the number of reactant states per unit energy gives the rate per complex,

$$k(E)=\frac{W^\ddagger(E-E_0)}{2\pi\rho(E)}.$$

**Q.** Your $\rho$ is a row of delta functions. How can you divide by it?

**A.** To quote a number for $k(E)$, I must smooth $\rho$ over an energy window, and the number depends somewhat on that window. The product needs no smoothing:

$$k(E)\rho(E)=\frac{W^\ddagger(E-E_0)}{2\pi}.$$

This is a finite staircase, and it is what enters a thermal average.

**Q.** Then take the average. What do you assume about the population?

**A.** I assume a Boltzmann population at every energy from which reaction occurs, even while reaction drains those energies. With $\beta=1/k_BT$,

$$P(E)=\frac{\rho(E)e^{-\beta E}}{Q},\qquad Q=\int_0^\infty\rho(E)e^{-\beta E}dE=\sum_i e^{-\beta E_i}.$$

The average rate is therefore

$$\langle k\rangle=\int_0^\infty k(E)P(E)\,dE=\frac1{2\pi Q}\int_{E_0}^\infty W^\ddagger(E-E_0)\,e^{-\beta E}dE.$$

The lower limit has moved to $E_0$ because $W^\ddagger$ vanishes below it.

**Q.** The density of states has cancelled. Does it no longer matter?

**A.** It cancels inside the integral but survives in $Q$. The cancellation also requires the same $\rho$ in $k(E)$ and in $P(E)$. If one were harmonic and the other anharmonic, their ratio would remain under the integral.

**Q.** You still have a count of levels under an integral, not a partition function.

**A.** Set $E=E_0+x$. The Boltzmann factor splits, and

$$\langle k\rangle=\frac{e^{-\beta E_0}}{2\pi Q}\int_0^\infty W^\ddagger(x)e^{-\beta x}dx.$$

Now write the count as a sum of unit steps, $W^\ddagger(x)=\sum_n\theta(x-\varepsilon_n)$. All terms are positive, so the sum and the integral may be interchanged:

$$\int_0^\infty W^\ddagger e^{-\beta x}dx=\sum_n\int_{\varepsilon_n}^\infty e^{-\beta x}dx=\frac1\beta\sum_n e^{-\beta\varepsilon_n}=\frac{Q^\ddagger}{\beta}.$$

The last sum is the partition function of the transition state without its reaction coordinate. Hence

$$\boxed{\langle k\rangle=\frac{1}{2\pi\beta}\,\frac{Q^\ddagger}{Q}\,e^{-\beta E_0}}$$

In ordinary units the prefactor is $k_BT/h$. This is the canonical transition-state rate. No harmonic approximation was used; the two partition functions need only converge. Modes of the solid may be included, provided that they appear in both the reactant and the transition state.

**Q.** Where does the factor $k_BT$ come from, physically?

**A.** From the energy in the reaction coordinate. Each level $\varepsilon_n$ opens a channel at $E_0+\varepsilon_n$. Above that threshold the channel passes the same flux, $1/2\pi$ per unit energy, whatever the excess. The Boltzmann factor limits the useful excess to a range $1/\beta$.

**Q.** Show me a case in which both rates can be written down.

**A.** Take $s$ classical harmonic modes with frequencies $\omega_i$, and $s-1$ modes $\omega_j^\ddagger$ on the dividing surface. Then

$$\rho(E)=\frac{E^{s-1}}{(s-1)!\prod_i\omega_i},\qquad W^\ddagger(x)=\frac{x^{s-1}}{(s-1)!\prod_j\omega_j^\ddagger}.$$

The transform $\int_0^\infty E^{s-1}e^{-\beta E}dE=(s-1)!\,\beta^{-s}$ confirms the first: it gives $Q=\prod_i(\beta\omega_i)^{-1}$, the classical result. It also gives $\int W^\ddagger e^{-\beta x}dx=\beta^{-s}/\prod_j\omega_j^\ddagger=Q^\ddagger/\beta$, as it should. The rate at fixed energy is

$$k(E)=\nu\left(1-\frac{E_0}{E}\right)^{s-1},\qquad \nu=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega_j^\ddagger}.$$

In the average, $E^{s-1}$ from $\rho$ cancels the denominator:

$$\langle k\rangle=\nu\,\frac{\beta^s}{(s-1)!}\int_{E_0}^\infty(E-E_0)^{s-1}e^{-\beta E}dE=\nu e^{-\beta E_0}.$$

The slow rise of $k(E)$ above threshold has become a plain Arrhenius law.

**Q.** That still trusts your flux formula. Has it been compared with motion?

**A.** Yes, for three modes with frequencies 1.0, 1.7 and 2.6 in model units. The dividing surface was an oblique plane with unit normal $(0.60,0.64,0.48)$ in mass-weighted coordinates, and its lowest energy was 1. Trajectories were followed and their upward crossings counted. At fixed energy 3 the count was 0.0963 per unit time, against 0.0966 from the formula. For a thermal population with $k_BT=0.7$ it was 0.0520, against 0.0521. The differences are within the sampling noise. Every upward crossing was counted, including those of trajectories that had returned, so this tests the one-way flux and not the claim that each crossing is a reaction.

**Q.** Partition functions depend on the zero of energy. Could a zero-point term be counted twice?

**A.** It could, if conventions were mixed. Here $Q$ and $Q^\ddagger$ start from their own ground levels, so zero-point energies belong in $E_0$. If $z$ and $z^\ddagger$ are the zero-point energies and $V$ is the bare barrier, then $E_0=V+z^\ddagger-z$. Counting from the potential minima instead gives $Q_V=e^{-\beta z}Q$ and $Q_V^\ddagger=e^{-\beta z^\ddagger}Q^\ddagger$, so that

$$\frac{Q_V^\ddagger}{Q_V}e^{-\beta V}=\frac{Q^\ddagger}{Q}e^{-\beta(V+z^\ddagger-z)}=\frac{Q^\ddagger}{Q}e^{-\beta E_0}.$$

Either convention works if it is used throughout.

**Q.** Give me numbers for a surface reaction.

**A.** Take round parameters in the rough range of ligand exchange with surface hydroxyls during thermal atomic layer deposition of an oxide: $T=500$ K and $E_0=0.90$ eV. The reactant has nine harmonic modes, with quanta 0.011, 0.016, 0.023, 0.040, 0.060, 0.080, 0.100, 0.130 and 0.450 eV. The transition state has eight: 0.015, 0.025, 0.030, 0.050, 0.070, 0.110, 0.120 and 0.150 eV. The bare barrier is then 1.07 eV.

The partition functions are $Q=105.154$ and $Q^\ddagger=33.314$, with ratio 0.3168. The canonical rate is

$$\langle k\rangle=(1.0418\times10^{13}\ \mathrm{s^{-1}})(0.3168)(8.480\times10^{-10})=2.80\times10^3\ \mathrm{s^{-1}}.$$

For the other side, levels were counted on an energy grid, $k(E)$ was formed, and the average was summed. With a 1 meV step this gave $2.79874\times10^3\ \mathrm{s^{-1}}$, against $2.79899\times10^3\ \mathrm{s^{-1}}$ from the formula.

**Q.** You promised equality. Those numbers differ.

**A.** They differ by $-9.0\times10^{-5}$ relative to the canonical rate, and the grid accounts for it. Let the step be $\delta$ and $y=\beta\delta/2$. The sum uses cell centres, so each open channel contributes, apart from its factor $e^{-\beta(E_0+\varepsilon_n)}$,

$$\delta\sum_{j=0}^\infty e^{-\beta(j+1/2)\delta}=\frac{\delta}{2\sinh y}=\frac1\beta\,\frac{y}{\sinh y}.$$

Each reactant level is shared equally between the centres half a step above and below it, which multiplies $Q$ by $(e^y+e^{-y})/2=\cosh y$. The computed average is therefore too small by the factor

$$\frac{y}{\sinh y\cosh y}=\frac{2y}{\sinh2y}\simeq1-\frac{(\beta\delta)^2}{6}.$$

With $k_BT=0.04309$ eV, this predicts the observed difference. Halving the step should reduce it fourfold, and the computed value does fall to $-2.2\times10^{-5}$.

**Q.** Which complexes react? I would guess those just above 0.90 eV.

**A.** Those just above threshold are more numerous, per unit energy, than those higher up, but they have few open channels. With $W^\ddagger$ and $\rho$ averaged over a 20 meV window:

| $E$ (eV) | $W^\ddagger$ | $\rho$ (eV$^{-1}$) | $k(E)$ (s$^{-1}$) |
|---|---|---|---|
| 0.95 | 9 | $6.14\times10^7$ | $3.5\times10^7$ |
| 1.10 | 506 | $1.46\times10^8$ | $8.3\times10^8$ |
| 1.30 | $1.14\times10^4$ | $4.07\times10^8$ | $6.8\times10^9$ |

The count of channels grows much faster than the density of states. The middle 80 percent of reaction comes from 0.97 to 1.26 eV.

The mean follows from the same integral. Reacting complexes are distributed as $W^\ddagger(E-E_0)e^{-\beta E}$, whose integral is $e^{-\beta E_0}Q^\ddagger/\beta$. Differentiating minus its logarithm gives

$$\langle E\rangle_{\rm react}=-\frac{d}{d\beta}\ln\frac{e^{-\beta E_0}Q^\ddagger}{\beta}=E_0+\frac1\beta+\langle\varepsilon\rangle^\ddagger.$$

Here this is $0.900+0.043+0.160=1.103$ eV. The rate contains one more factor, $1/Q$, and $-d\ln Q/d\beta=\langle E\rangle$. Therefore

$$E_a=-\frac{d\ln\langle k\rangle}{d\beta}=\langle E\rangle_{\rm react}-\langle E\rangle.$$

The activation energy is the mean energy of reacting complexes minus that of all complexes: $1.1026-0.1844=0.918$ eV. It is not the threshold, although it lies close to it here.

**Q.** Reaction removes the energetic complexes. Why should their Boltzmann population survive?

**A.** It survives if the solid replaces them quickly enough. Suppose that each exchange, at rate $\gamma$, restores a Boltzmann distribution. With $N=\int n\,dE$,

$$\frac{dn(E)}{dt}=\gamma\,[P(E)N-n(E)]-k(E)n(E).$$

Look for a common decay $n\propto e^{-\lambda t}$. Then $-\lambda n=\gamma PN-(\gamma+k)n$, or

$$n=\frac{\gamma PN}{\gamma+k-\lambda}.$$

Integrating the rate equation over energy cancels the exchange terms and leaves $\lambda=\int kn\,dE/N$. For $\lambda\ll\gamma$,

$$\lambda\simeq\int P(E)\,\frac{\gamma k(E)}{\gamma+k(E)}\,dE.$$

When $\gamma\gg k$ at the energies that matter, this is $\langle k\rangle$. When $\gamma\ll k$ at nearly all reactive energies, it tends to $\gamma$ times the Boltzmann probability of being above threshold, and the canonical rate is lost.

For the example, with this full reset at each exchange, $\gamma=10^{12}\ \mathrm{s^{-1}}$, one exchange per picosecond, multiplies the rate by 0.998. At $10^{11}\ \mathrm{s^{-1}}$ the factor is 0.983. The slowest eigenvalue of the master equation at the latter value is $2.75\times10^3\ \mathrm{s^{-1}}$, in agreement with the approximation. A real exchange may move only a small part of the energy. The reactive energies are then refilled more slowly, and the same $\gamma$ can lower the rate considerably more, so these factors are not estimates for a real surface.

**Q.** The best dividing surface may depend on energy. Does the equality survive if I choose it anew at each $E$?

**A.** In general it does not. In classical mechanics, one-way flux is never below the reactive flux, because it counts recrossings as reactions, so a surface with smaller flux is the better choice. With quantized levels this is a guide and not a strict bound. For two surfaces $A$ and $B$, $\min(W_A,W_B)$ is no larger than either count. After averaging,

$$\langle k_{\min}\rangle\le\min(\langle k_A\rangle,\langle k_B\rangle).$$

The inequality is strict if each surface has the smaller count in some energy range.

Let $A$ be the surface used so far. For $B$, lower the threshold to 0.86 eV and stiffen the three softest modes to 0.025, 0.035 and 0.040 eV. Between 0.86 and 0.90 eV, $A$ has no open channel. Above about 1.05 eV $B$ has fewer, because its stiffer modes add levels more slowly. At high energy $W^\ddagger$ tends to the classical form, proportional to $1/\prod_j\omega_j^\ddagger$, but slowly: $W_B/W_A$ is 0.62 at 1.3 eV, against a limit of 0.32. The canonical rates are $2.80\times10^3$ and $3.10\times10^3\ \mathrm{s^{-1}}$, while choosing at each energy gives $2.41\times10^3\ \mathrm{s^{-1}}$, or 0.86 of the smaller one. The boxed identity therefore concerns one surface, held fixed at all energies.

**Q.** A hydroxyl reaction moves a hydrogen atom. Does tunnelling destroy the result?

**A.** It changes the rate, but the averaging still works if the reaction coordinate stays separable. Let $P_t(\varepsilon)$ be the transmission probability at energy $\varepsilon$ in that coordinate, measured from the reactant ground level, with the barrier top at $E_0$. Replace the count $W^\ddagger$ by $\sum_nP_t(E-\varepsilon_n)$, with $P_t=0$ at negative argument. Substituting $\varepsilon=E-\varepsilon_n$ in each term gives

$$\langle k_t\rangle=\frac1{2\pi Q}\sum_ne^{-\beta\varepsilon_n}\int_0^\infty P_t(\varepsilon)e^{-\beta\varepsilon}d\varepsilon=\kappa\langle k\rangle,$$

$$\kappa=\beta\int_0^\infty P_t(\varepsilon)e^{-\beta(\varepsilon-E_0)}d\varepsilon.$$

A unit step at $E_0$ gives $\kappa=1$, as required.

For an estimate, take the symmetric Eckart barrier $E_0\,\mathrm{sech}^2(x/a)$. Its curvature at the top is $-2E_0/a^2$, so $\omega_b=\sqrt{2E_0/m}/a$. Its known transmission probability is

$$P_t=\frac{\sinh^2u}{\sinh^2u+\cosh^2v},\quad u=\frac{2\pi\sqrt{\varepsilon E_0}}{\omega_b},\quad v=\frac\pi2\sqrt{\frac{16E_0^2}{\omega_b^2}-1}.$$

With $\omega_b=0.130$ eV and the proton mass, $a=0.665$ Å. At 500 K, $\kappa=1.52$, which raises the rate to $4.24\times10^3\ \mathrm{s^{-1}}$. This $\omega_b$ is an assumed value, and $\kappa$ rises quickly with it: 0.16 eV gives 1.91 and 0.20 eV gives 2.85.

**Q.** How much of this would carry over to a real deposition process?

**A.** The temperature is ordinary for thermal oxide deposition, and a precursor pulse of 0.1 s is a rough typical length. In the model a complex waits $3.6\times10^{-4}$ s on average, so the pulse lasts about 280 waiting times. This concerns complexes already adsorbed; it says nothing about precursor delivery or desorption. Nine modes are few for a metal complex with organic ligands, so the tabulated $k(E)$ should not be carried over to one. Real surfaces also break the assumption of identical, isolated sites. With the partition functions held fixed, a barrier shift of 0.05 eV changes the rate by a factor of 3.2, more than any other change to the model sized here at 500 K. If the softest reactant mode is instead a threefold hindered rotor with a 0.05 eV barrier and the same small-oscillation quantum, $Q$ counted per well (the rotor's sum over levels divided by three) grows by a factor of 1.16 and the rate falls to 0.86 of its value, with $E_0$ and the transition state fixed. Recrossing beyond the comparison of two surfaces was not sized, since that needs a full potential surface.

**Q.** So what, precisely, is exact?

**A.** The relation between the two statistical rates, for one dividing surface, one set of levels and a Boltzmann population. The hindered rotor shows the distinction: it changes the averaged RRKM rate and the canonical rate equally, and leaves their equality intact. Whether either rate describes the surface is a separate question, decided by the barrier, the dynamics and the exchange of energy with the solid. The numerical output below gives the values at 450 and 550 K as well.

## Table of computed values

```
Reactant quanta (eV): 0.011 0.016 0.023 0.040 0.060 0.080 0.100 0.130 0.450
Transition-state quanta (eV): 0.015 0.025 0.030 0.050 0.070 0.110 0.120 0.150
Threshold E0: 0.90 eV
Barrier without zero-point energies: 1.070 eV
Main temperature: 500 K, kB T = 0.04309 eV
Trajectory test, fixed energy: counted 0.0963, formula 0.0966 (model units)
Trajectory test, thermal: counted 0.0520, formula 0.0521 (model units)
Levels up to 0.20 eV excess, enumerated: 530
E = 0.95 eV (20 meV window): W = 9, rho = 6.143e+07 /eV, k(E) = 3.543e+07 /s
E = 1.10 eV (20 meV window): W = 505.5, rho = 1.464e+08 /eV, k(E) = 8.349e+08 /s
E = 1.30 eV (20 meV window): W = 1.136e+04, rho = 4.066e+08 /eV, k(E) = 6.754e+09 /s
Q reactant: 105.154
Q transition state: 33.314
Q ratio: 0.3168
kB T / h: 1.0418e+13 /s
exp(-E0 / kB T): 8.4801e-10
T = 450 K: averaged RRKM 2.62899e+02 /s, canonical 2.62928e+02 /s
T = 500 K: averaged RRKM 2.79874e+03 /s, canonical 2.79899e+03 /s
T = 550 K: averaged RRKM 1.94720e+04 /s, canonical 1.94734e+04 /s
Relative grid error, 1.0 meV step: -8.977e-05
Relative grid error, 0.5 meV step: -2.244e-05
Mean waiting time at main temperature: 3.573e-04 s
Pulse length (rough typical value): 0.1 s
Pulse length over waiting time: 279.9
Mean energy of all reactants: 0.1844 eV
Mean energy of reacting ones: 1.1026 eV
Mean transition-state vibrational energy: 0.1596 eV
Activation energy from slope: 0.9183 eV
Middle 80 percent of reaction: 0.970 to 1.258 eV
Barrier quantum for tunnelling: 0.130 eV
Eckart length for proton mass: 0.665 angstrom
Tunnelling factor kappa: 1.515
Rate with tunnelling, summed over channels: 4.2419e+03 /s
Hindered-rotor barrier: 0.05 eV
Rotor over harmonic partition function: 1.159
Rate factor from hindered rotor: 0.863
Rate factor, energy exchange 1e+13 /s: 0.9998
Rate factor, energy exchange 1e+12 /s: 0.9981
Rate factor, energy exchange 1e+11 /s: 0.9825
Slowest master-equation rate at 1e+11 /s: 2.7499e+03 /s
Tighter surface quanta (eV): 0.025 0.035 0.040 0.050 0.070 0.110 0.120 0.150
Tighter surface threshold: 0.86 eV
Canonical rate, tighter surface: 3.1048e+03 /s
Rate with smallest W at each energy: 2.4113e+03 /s
That rate over the better fixed surface: 0.8615
Rate factor for 0.05 eV barrier error: 3.191
```
